# The sharp Hardy-Littlewood-Sobolev bound on the Hartree energy

## Problem

The Hartree energy of an electron density $\rho\ge 0$ in three dimensions is, in Hartree atomic units,

$$E_H[\rho]=\tfrac12 D[\rho],\qquad D[\rho]=\iint\frac{\rho(x)\rho(y)}{|x-y|}\,dx\,dy .$$

Write $\|g\|_p=(\int|g|^p dx)^{1/p}$. The Coulomb case of the Hardy-Littlewood-Sobolev inequality states that

$$E_H[\rho]\le C\,\|\rho\|_{6/5}^2 \tag{1}$$

with a constant $C$ independent of $\rho$. Let $C_H$ be the smallest such constant.

**(a)** Show that $6/5$ is the only exponent $p$ for which a bound $E_H\le C\|\rho\|_p^2$ can hold for all densities. Show that $\|\rho\|_{6/5}$ is finite if $\rho$ and $\rho^3$ are integrable.

**(b)** Prove (1) with an explicit constant, by way of a lower bound on $\int|\nabla\phi|^2$, where $\phi$ is the Coulomb potential of $\rho$.

**(c)** Verify that $f(r)=(1+r^2)^{-5/2}$ turns the bound of (b) into an equality, and so find $C_H$. Write the optimizer for $N$ electrons and a length $a$.

**(d)** Evaluate both sides of (1), with $C=C_H$, for the hydrogen 1s density $\rho=e^{-2r}/\pi$.

**(e)** Restricted Hartree-Fock calculations in the cc-pVTZ basis, with the norm integrated on an atom-centred grid, give the values below. The N₂ bond length is set to 2.1 bohr. How close is each density to the bound, and what happens to the ratio when a density splits into distant fragments?

| System | $E_H$ (hartree) | $\|\rho\|_{6/5}^2$ (bohr⁻¹) |
|---|---|---|
| He | 2.0518 | 1.799 |
| Ne | 66.1805 | 61.023 |
| N₂ | 74.4907 | 80.793 |

## Solution

### (a) The exponent

Stretch a density without changing its height: $\rho_a(x)=\rho(x/a)$. Substituting $x=ax'$ and $y=ay'$, the two volume elements give $a^6$ and the Coulomb kernel gives $a^{-1}$, so $D[\rho_a]=a^5D[\rho]$. On the other side, $\int\rho_a^p=a^3\int\rho^p$, so $\|\rho_a\|_p^2=a^{6/p}\|\rho\|_p^2$. If $6/p\neq5$, the ratio of the two sides can be made as large as we please by taking $a\to0$ or $a\to\infty$, and no finite $C$ exists. Hence $p=6/5$.

For the second claim, note that $\rho^{6/5}\le\rho$ where $\rho\le1$, and $\rho^{6/5}\le\rho^3$ where $\rho>1$. Therefore $\int\rho^{6/5}\le\int\rho+\int\rho^3$.

The particle number alone cannot bound $E_H$. The density $a^{-3}\rho(x/a)$ has the same $N$ for every $a$, but its Hartree energy is $a^{-6}a^5E_H[\rho]=E_H[\rho]/a$, which diverges on compression. The squared norm also grows as $1/a$, so it follows this divergence.

### (b) Proof of the inequality

**From the density to its potential.** Let $\rho\ge0$ first be smooth, not identically zero, and zero outside a bounded region. Its potential

$$\phi(x)=\int\frac{\rho(y)}{|x-y|}\,dy$$

is smooth and positive, obeys $-\nabla^2\phi=4\pi\rho$, and falls off as $1/r$, with a gradient that falls off as $1/r^2$. Multiply Poisson's equation by $\phi$ and integrate by parts over a large ball. The surface term is of order $r^2\cdot r^{-1}\cdot r^{-2}$ and vanishes as the ball grows, which leaves

$$\int|\nabla\phi|^2=4\pi\int\rho\phi=4\pi D[\rho]. \tag{2}$$

Hölder's inequality with the conjugate exponents $6/5$ and $6$ gives

$$D=\int\rho\phi\le\|\rho\|_{6/5}\,\|\phi\|_6 . \tag{3}$$

What is missing is an inequality $\|\nabla\phi\|_2^2\ge S\|\phi\|_6^2$, the Sobolev inequality. Its best constant is needed, and it can be found by transporting one probability density into another.

**The transport map.** Put $u=\phi/\|\phi\|_6$ and $F=u^6$, so that $F>0$ and $\int F=1$. Let $G$ be any probability density that is continuous and positive on the closed cube $|y_i|\le R$, and zero outside. Define the marginals

$$F_{12}(x_1,x_2)=\int F\,dx_3,\qquad F_1(x_1)=\int F_{12}\,dx_2,$$

and $G_{12}$, $G_1$ likewise. Now define $T_1(x_1)$, $T_2(x_1,x_2)$ and $T_3(x_1,x_2,x_3)$ in turn by matching cumulative distributions:

$$\int_{-\infty}^{x_1}F_1(t)\,dt=\int_{-R}^{T_1}G_1(t)\,dt,$$

$$\int_{-\infty}^{x_2}\frac{F_{12}(x_1,t)}{F_1(x_1)}\,dt=\int_{-R}^{T_2}\frac{G_{12}(T_1,t)}{G_1(T_1)}\,dt,$$

$$\int_{-\infty}^{x_3}\frac{F(x_1,x_2,t)}{F_{12}(x_1,x_2)}\,dt=\int_{-R}^{T_3}\frac{G(T_1,T_2,t)}{G_{12}(T_1,T_2)}\,dt .$$

Each side runs from 0 to 1, so each $T_i$ is well defined, and it increases with $x_i$. Differentiating each line with respect to its own upper limit $x_i$ gives

$$\partial_1T_1=\frac{F_1}{G_1},\qquad \partial_2T_2=\frac{F_{12}\,G_1}{F_1\,G_{12}},\qquad \partial_3T_3=\frac{F\,G_{12}}{F_{12}\,G},$$

where $G$ and its marginals are taken at $T(x)$. In the product the marginals cancel:

$$J\equiv\partial_1T_1\,\partial_2T_2\,\partial_3T_3=\frac{F(x)}{G(T(x))}. \tag{4}$$

Substituting $y_3=T_3$ at fixed $x_1,x_2$, then $y_2=T_2$ at fixed $x_1$, then $y_1=T_1$, we obtain for every function $h\ge0$

$$\int h(T(x))\,F(x)\,dx=\int h(y)\,G(y)\,dy . \tag{5}$$

**The chain of inequalities.** Use (5) with $h=G^{-1/3}$, and then (4) in the form $G(T)^{-1/3}=F^{-1/3}J^{1/3}$:

$$\int G^{2/3}dy=\int G(T)^{-1/3}F\,dx=\int F^{2/3}J^{1/3}dx .$$

The three factors of $J$ are nonnegative, so their geometric mean $J^{1/3}$ is at most their arithmetic mean. With $F^{2/3}=u^4$,

$$\int G^{2/3}dy\le\frac13\int u^4\sum_i\partial_iT_i\,dx=-\frac43\int u^3\,\nabla u\cdot T\,dx .$$

The last step integrates the $i$-th term by parts along the $x_i$ axis. There is no end-point term, because $|T_i|\le R$ while $u\to0$. The Cauchy-Schwarz inequality, followed by (5) with $h=|y|^2$, gives

$$\int G^{2/3}dy\le\frac43\,\|\nabla u\|_2\left(\int u^6|T|^2dx\right)^{1/2}=\frac43\,\|\nabla u\|_2\left(\int|y|^2G\,dy\right)^{1/2}.$$

Solving for the gradient,

$$\|\nabla u\|_2^2\ge\frac{9}{16}\,\frac{\left(\int G^{2/3}\right)^2}{\int|y|^2G}. \tag{6}$$

The right side no longer contains $u$, and $G$ is ours to choose.

**The choice of $G$.** The steps lose nothing if $T(x)=x$, which makes the three derivatives equal, and if $\nabla u$ is proportional to $-u^3x$, which gives equality in Cauchy-Schwarz. For a radial function the second condition is $u'=-k\,r\,u^3$ with $k>0$. Then $(u^{-2})'=2kr$, so $u^{-2}=\text{const}+kr^2$. Up to scale, $u\propto(1+r^2)^{-1/2}$ and $G=u^6\propto(1+r^2)^{-3}$. This argument only suggests the choice; (6) holds for any admissible $G$.

Take $G=(1+r^2)^{-3}/m_R$ on the cube, with $m_R$ its normalization, and let $R\to\infty$. The integrals over the cube grow to integrals over all space, which the substitution $r=\tan\theta$ makes elementary:

$$m=\int\frac{dx}{(1+r^2)^3}=4\pi\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=4\pi\cdot\frac{\pi}{16}=\frac{\pi^2}{4},$$

$$\int\frac{dx}{(1+r^2)^2}=4\pi\int_0^{\pi/2}\sin^2\theta\,d\theta=\pi^2,$$

$$\int\frac{r^2\,dx}{(1+r^2)^3}=4\pi\int_0^{\pi/2}\sin^4\theta\,d\theta=4\pi\cdot\frac{3\pi}{16}=\frac{3\pi^2}{4}.$$

Thus $\int G^{2/3}\to\pi^2m^{-2/3}$ and $\int|y|^2G\to(3\pi^2/4)/m=3$. Inserting these in (6),

$$\|\nabla u\|_2^2\ge\frac{9}{16}\cdot\frac{\pi^4}{3}\left(\frac{4}{\pi^2}\right)^{4/3}=3\left(\frac{\pi}{2}\right)^{4/3}\equiv S .$$

The powers combine as $\pi^{4-8/3}=\pi^{4/3}$ and $2^{8/3-4}=2^{-4/3}$. Numerically $S=5.4779$. Since $u=\phi/\|\phi\|_6$,

$$\|\nabla\phi\|_2^2\ge S\,\|\phi\|_6^2 . \tag{7}$$

**Back to the density.** Combine (3), (7) and (2):

$$D\le\|\rho\|_{6/5}\|\phi\|_6\le\|\rho\|_{6/5}\,\frac{\|\nabla\phi\|_2}{\sqrt S}=\|\rho\|_{6/5}\sqrt{\frac{4\pi D}{S}} .$$

Here $D$ is finite and positive. Dividing by $\sqrt D$ and squaring gives $D\le(4\pi/S)\|\rho\|_{6/5}^2$, and half of this is

$$E_H[\rho]\le\frac{2\pi}{S}\,\|\rho\|_{6/5}^2,\qquad \frac{2\pi}{S}=\frac{2\pi}{3}\left(\frac{2}{\pi}\right)^{4/3}=\frac{2^{7/3}}{3\,\pi^{1/3}} . \tag{8}$$

**General densities.** Let $\rho\ge0$ have a finite norm $\|\rho\|_{6/5}$. Cutting it off at large height and distance, and smoothing it with a narrow nonnegative function, produces smooth densities $\rho_k\ge0$ of bounded support with $\|\rho_k-\rho\|_{6/5}\to0$. A subsequence converges at almost every point. The integrand of $D$ is nonnegative, so Fatou's lemma gives $D[\rho]\le\liminf D[\rho_k]$, and (8) passes to the limit. No symmetry of $\rho$ was assumed.

### (c) The optimizer and the sharp constant

For $f=(1+r^2)^{-5/2}$, the charge inside radius $r$ is, with $s=\tan\theta$,

$$q(r)=4\pi\int_0^r\frac{s^2\,ds}{(1+s^2)^{5/2}}=4\pi\int_0^{\arctan r}\sin^2\theta\cos\theta\,d\theta=\frac{4\pi}{3}\,\frac{r^3}{(1+r^2)^{3/2}} .$$

By Gauss's law $\phi_f'=-q/r^2=-(4\pi/3)\,r\,(1+r^2)^{-3/2}$. Integrating inward from infinity, where the potential vanishes,

$$\phi_f(r)=\frac{4\pi}{3}\,\frac{1}{\sqrt{1+r^2}} .$$

This has the form found above for equality in the Sobolev step. Moreover $\phi_f=(4\pi/3)f^{1/5}$, so $\phi_f^6$ is proportional to $f^{6/5}$, which is the condition for equality in Hölder's inequality (3). The same relation is the stationarity condition: varying $D[\rho]-\mu\int\rho^{6/5}$ gives $2\phi=\tfrac65\mu\rho^{1/5}$. Stationarity alone would not establish a global maximum; the inequality (8) does.

The value follows directly. Since $f\phi_f=(4\pi/3)(1+r^2)^{-3}$ and $f^{6/5}=(1+r^2)^{-3}$,

$$D[f]=\frac{4\pi}{3}\cdot\frac{\pi^2}{4}=\frac{\pi^3}{3},\qquad \|f\|_{6/5}^2=\left(\frac{\pi^2}{4}\right)^{5/3},$$

$$\frac{E_H[f]}{\|f\|_{6/5}^2}=\frac{\pi^3}{6}\cdot\frac{4^{5/3}}{\pi^{10/3}}=\frac{2^{10/3}}{6\,\pi^{1/3}}=\frac{2^{7/3}}{3\,\pi^{1/3}} .$$

This equals the constant in (8), so no smaller constant is possible:

$$\boxed{C_H=\frac{2^{7/3}}{3\,\pi^{1/3}}\approx1.1470}$$

In numbers, $D[f]=10.3354$ and $\|f\|_{6/5}^2=4.5054$, so the ratio is $5.1677/4.5054=1.1470$. If the inequality is written for $D$, without the factor $1/2$, the constant is $2C_H=2.2940$.

Multiplying $f$ by a positive number, shifting it or stretching it leaves the ratio unchanged, so $f$ is one member of a family of optimizers. The argument given here does not address whether others exist.

**Fixed electron number.** As $r\to\infty$, $q(r)\to4\pi/3$, so $\int f(r/a)\,dx=4\pi a^3/3$. The optimizer with $N$ electrons is therefore

$$\rho_{N,a}(r)=\frac{3N}{4\pi a^3}\,f(r/a)=\frac{3N}{4\pi}\,\frac{a^2}{(a^2+r^2)^{5/2}},$$

$$E_H=\frac12\left(\frac{3N}{4\pi a^3}\right)^2a^5\,\frac{\pi^3}{3}=\frac{3\pi N^2}{32\,a} .$$

For $N=2$ and $a=1.5$ bohr this is $\pi/4=0.7854$ hartree. Fixing $N$ thus does not lower the best constant.

**Neighbouring shapes.** For $(1+r^2)^{-s}$, numerical radial integration gives these ratios of $E_H$ to its bound:

| $s$ | 1.75 | 2.00 | 2.25 | 2.50 | 2.75 | 3.00 | 4.00 |
|---|---|---|---|---|---|---|---|
| ratio | 0.9714 | 0.9929 | 0.9989 | 1.0000 | 0.9994 | 0.9982 | 0.9930 |

The maximum is flat, as stationarity requires: the first-order change of the ratio vanishes at $s=5/2$. A ratio near 1 is therefore weak evidence that a density resembles $f$ in detail.

### (d) The hydrogen 1s density

The charge within $r$ is $q(r)=1-e^{-2r}(1+2r+2r^2)$, as differentiation confirms: $q'=4r^2e^{-2r}$ and $q(0)=0$. Count each pair of shells once, with the outer shell in the field of the charge inside it:

$$E_H=\int_0^\infty4r^2e^{-2r}\,\frac{q(r)}{r}\,dr=4\int_0^\infty\left[re^{-2r}-(r+2r^2+2r^3)e^{-4r}\right]dr .$$

With $\int_0^\infty r^ne^{-br}dr=n!/b^{n+1}$,

$$E_H=4\left[\frac14-\frac1{16}-\frac{4}{64}-\frac{12}{256}\right]=\frac5{16}=0.3125\ \text{hartree}.$$

The norm needs one more integral of the same kind:

$$\int\rho^{6/5}dx=\pi^{-6/5}\,4\pi\int_0^\infty r^2e^{-12r/5}dr=\frac{8\,\pi^{-1/5}}{(12/5)^3}=0.46028 .$$

Its power $5/3$ is $\|\rho\|_{6/5}^2=0.27440$ bohr⁻¹. The bound is $1.1470\times0.27440=0.3147$ hartree, and $E_H$ reaches 0.9929 of it.

The shortfall can be assigned to the two inequalities used. Define

$$h=\frac{D}{\|\rho\|_{6/5}\|\phi\|_6}\le1,\qquad s_\phi=\frac{\sqrt S\,\|\phi\|_6}{\|\nabla\phi\|_2}\le1 .$$

Then $D=h\,s_\phi\|\rho\|_{6/5}\sqrt{4\pi D/S}$, so $E_H=(h\,s_\phi)^2C_H\|\rho\|_{6/5}^2$. Numerical radial integration of $\phi^6$ gives $h=0.99708$ and $s_\phi=0.99937$, whose squared product reproduces 0.9929. Most of the small loss comes from Hölder's inequality, that is, from the mismatch between $\phi$ and $\rho^{1/5}$. At large $r$ the mismatch is plain: $\phi$ falls as $1/r$, while $\rho^{1/5}$ falls exponentially.

### (e) Computed densities and distant fragments

Multiplying the squared norms by $C_H$ gives the bounds. The ratios below are formed from the unrounded norms. For He, using the rounded value 1.799 instead changes the last digit of the ratio, which is therefore not fixed by the data as tabulated. For neon, $1.1470\times61.023=69.99$ hartree.

| System | $E_H$ (hartree) | Bound (hartree) | Ratio |
|---|---|---|---|
| He | 2.052 | 2.063 | 0.9945 |
| Ne | 66.18 | 69.99 | 0.9455 |
| N₂ | 74.49 | 92.67 | 0.8038 |

These densities omit electron correlation and relativity and carry a basis-set error. In the larger bases aug-cc-pVTZ, cc-pVQZ and, for the atoms, aug-cc-pV5Z, $E_H$ falls by up to 0.001 hartree for He, 0.08 hartree for Ne and 0.05 hartree for N₂. The squared norms fall by up to 0.001, 0.09 and 0.07 bohr⁻¹, and the ratios rise by up to 0.0002. The ratios are therefore converged with the basis to about three decimals. The inequality nevertheless applies to each of them as it stands, since it holds for any nonnegative density. It concerns the Hartree energy, self-interaction included, which is not the same as the electron repulsion energy. For these determinants exchange lowers the repulsion below $E_H$ (to 54.07 hartree for Ne), so the repulsion lies much further below the bound.

For the fragment limit, place $M$ copies of a density $\rho$ of bounded support at mutual distances of order $L$. Once the copies do not overlap, $\int\rho^{6/5}$ is multiplied by $M$, so the squared norm is multiplied by $M^{5/3}$. The self-energies add to $M\,E_H[\rho]$, while the repulsion between copies is of order $N^2/L$ per pair and vanishes as $L\to\infty$. Hence

$$\frac{E_H}{C_H\|\cdot\|_{6/5}^2}\ \longrightarrow\ M^{-2/3}\,\frac{E_H[\rho]}{C_H\|\rho\|_{6/5}^2} .$$

The bound stays true but becomes weak, because the norm does not see how far apart the pieces are. For many distant fragments it is better to apply (1) to each fragment and add the repulsion between them separately.

The ratio for N₂ is the lowest of the three. Its two centres suggest the onset of this effect, but at 2.1 bohr the atoms are far from the separated limit, and the three values do not isolate the cause.
